# Why Diagonal Scaling Survives Parameter Rescaling and an Identity Shift Does Not

An electron moves along a line in the potential $x^2/2+\kappa x^4$, in atomic units, with $\kappa=0.5$. A trial function that decays faster than a Gaussian is

$$\psi(x)=e^{-p_1x^2-p_2x^4}.$$

The exponent has no unit, so $p_1$ is an inverse length squared and $p_2$ an inverse length to the fourth power. Suppose $p_1$ and $p_2$ are optimized once with lengths in bohr and once with lengths in nanometres. The electron and the set of trial functions are the same. Yet 40 steps of a common optimization method, stabilized by adding $0.01$ to the diagonal of its matrix, nearly reach the minimum in the first case and barely leave the starting point in the second. If the diagonal is instead multiplied by $1.01$, both runs pass through the same wave functions. The difference lies in what each shift penalizes.

## The unshifted step

The method is stochastic reconfiguration. Take $\psi$ real, let $\langle\cdot\rangle$ be the average over $|\psi|^2$, and define

$$O_i=\frac{\partial\ln\psi}{\partial p_i},\qquad E_L=\frac{H\psi}{\psi},\qquad \bar O_i=O_i-\langle O_i\rangle,\qquad \bar E_L=E_L-\langle E_L\rangle .$$

A short imaginary time $\tau$ changes $\psi$ into $\psi-\tau(H-E)\psi=\psi(1-\tau\bar E_L)$, with $E=\langle E_L\rangle$. A parameter change gives, to first order and apart from normalization, $\psi(1+\sum_i\bar O_i\delta p_i)$. The best match minimizes

$$\Big\langle\Big(\sum_i\bar O_i\,\delta p_i+\tau\bar E_L\Big)^2\Big\rangle=\delta p^TS\,\delta p+2\tau\,g^T\delta p+\tau^2\sigma_E^2,$$

where $S_{ij}=\langle\bar O_i\bar O_j\rangle$, $g_i=\langle\bar O_i\bar E_L\rangle$ and $\sigma_E^2=\langle\bar E_L^2\rangle$. Setting the derivative with respect to $\delta p$ to zero gives

$$S\,\delta p=-\tau g .$$

Because $H$ is Hermitian, $\partial E/\partial p_i=2g_i$. The matrix $S$ also measures distance: the first-order change $\psi\sum_i\bar O_i\delta p_i$ is orthogonal to $\psi$ and has squared norm $\delta p^TS\delta p$ for normalized $\psi$. This is the leading part of one minus the squared overlap of the old and new normalized states.

In the model $O_1=-x^2$ and $O_2=-x^4$. At $p_1=0.5$, $p_2=0.05$, in bohr units,

$$S=\begin{pmatrix}0.2890&0.5989\\0.5989&1.5663\end{pmatrix},\qquad g=\begin{pmatrix}-0.2373\\-0.5593\end{pmatrix}.$$

The determinant of $S$ is $0.0939$. With $\tau=0.05$ per hartree, inverting the two-by-two matrix gives

$$\delta p_1=0.05\,\frac{1.5663\times0.2373-0.5989\times0.5593}{0.0939}\approx0.0195,$$

and likewise $\delta p_2\approx0.0104$. The numerator is a small difference of larger terms because $x^2$ and $x^4$ are strongly correlated. Such a cancellation would strongly amplify independent errors in $S$ and $g$. When both come from the same sample their errors are correlated and largely cancel. For $20000$ samples the leading-order relative scatter of $\delta p_1$ is about 2.5%, close to that of $g_1$ itself and about three times that of the one-parameter step $-\tau g_1/S_{11}$. A shift matters more when $S$ is nearly singular, as shown below.

## What a shift penalizes

Consider the shifted equation

$$(S+\varepsilon W)\,\delta p=-\tau g,$$

with $W=1$ for the identity shift and $W=\Delta$, the diagonal part of $S$, for diagonal scaling. It is the stationarity condition of the earlier quadratic expression with the penalty $\varepsilon\,\delta p^TW\delta p$ added. The two penalties are

$$\varepsilon\sum_i\delta p_i^2\qquad\text{and}\qquad \varepsilon\sum_iS_{ii}\,\delta p_i^2 .$$

The first measures the length of a list of numbers. In the model it adds a squared inverse length squared to a squared inverse length to the fourth power, which has a meaning only after a unit has been chosen. In the second, $S_{ii}\delta p_i^2$ is the squared change of the wave function that parameter $i$ would cause if it moved alone. That quantity does not depend on how the parameter is scaled.

The algebra confirms this. Let $p_i=d_iq_i$ with every $d_i\neq0$, and let $D$ be the diagonal matrix of the $d_i$. By the chain rule $\partial\ln\psi/\partial q_i=d_iO_i$, so

$$S'=DSD,\qquad g'=Dg .$$

The diagonal elements of $S'$ are $d_i^2S_{ii}$, so its diagonal part is $D\Delta D$. The scaled equation in the new parameters is therefore

$$D(S+\varepsilon\Delta)D\,\delta q=-\tau Dg .$$

Multiplying from the left by $D^{-1}$ gives $(S+\varepsilon\Delta)(D\delta q)=-\tau g$. This is the equation for $\delta p$, so $D\delta q=\delta p$ when the solution is unique. For the identity shift, write $1=D\,D^{-2}D$:

$$D(S+\varepsilon D^{-2})D\,\delta q=-\tau Dg .$$

In terms of the old parameters, each one has now received its own shift $\varepsilon/d_i^2$. Unless all $d_i^2=1$, this is a different equation and in general a different step.

The argument uses only the structure of the covariances, so it also holds for sampled $S$ and $g$ if both parametrizations use the same sample. If each parameter is replaced by a nonlinear function of itself, $d_i$ is the local derivative, and the invariance holds to first order in the step.

## The change of length unit

Let one bohr equal $a$ of the new unit. Then $p_1=a^2q_1$ and $p_2=a^4q_2$, so an identity shift $\varepsilon=0.01$ acts in bohr units as

$$\frac{\varepsilon}{a^4}\ \text{on }S_{11},\qquad \frac{\varepsilon}{a^8}\ \text{on }S_{22}.$$

For nanometres, $a=0.0529$ and the two shifts are about $1.3\times10^3$ and $1.6\times10^8$. They dwarf $S$, so the step is nearly $\delta p_i=-\tau g_i d_i^2/\varepsilon$:

$$\delta p_1\approx\frac{0.05\times0.2373}{1.275\times10^3}\approx9.3\times10^{-6},\qquad \delta p_2\approx1.7\times10^{-10}.$$

Diagonal scaling gives $\delta p_1=0.0196$ and $\delta p_2=0.0102$ in all three units considered: bohr, ångström and nanometre.

The start lies $47.57$ millihartree above the lowest energy of this two-parameter form. The excess left after 40 steps, in millihartree, is:

- diagonal scaling, any of the three units: $5.7\times10^{-6}$;
- identity shift in bohr: $1.8\times10^{-5}$;
- identity shift in ångström: $0.053$;
- identity shift in nanometres: $47.4$.

The identity shift is not harmful in itself; in bohr it happens to suit this problem. In ångström its effect is subtler. There $a=0.529$, so the shifts are about $0.13$ on $S_{11}$ and $1.6$ on $S_{22}$. The quartic parameter is slowed to $\delta p_2=0.0047$, while $\delta p_1$ rises to $0.0218$, above its unshifted value. When $x^4$ is held back, the correlated function $x^2$ takes over part of the fit. A shift can therefore turn a step as well as shorten it.

The minimum of the trial form is $0.696190$ hartree, and diagonalization in 80 oscillator functions gives $0.696176$ hartree. The two values differ by $0.014$ millihartree, which measures the restriction to two parameters relative to that larger basis. The ångström run still carries a larger error than this from slow optimization alone.

## An identity shift in normalized parameters

Diagonal scaling can be written as an identity shift after all. Assume every $S_{ii}>0$ and set

$$z=\Delta^{1/2}\delta p,\qquad C=\Delta^{-1/2}S\Delta^{-1/2},\qquad \gamma=\Delta^{-1/2}g .$$

Multiplying the scaled equation from the left by $\Delta^{-1/2}$ and inserting $\delta p=\Delta^{-1/2}z$ gives

$$(C+\varepsilon 1)\,z=-\tau\gamma .$$

Here $C$ is the correlation matrix of the $O_i$, with ones on its diagonal. The wave function has supplied the unit for each parameter, and $\varepsilon$ is a pure number to be compared with the eigenvalues of $C$.

With $m$ parameters the trace of $C$ is $m$, and no eigenvalue is negative, so all lie between $0$ and $m$. The condition number of $C+\varepsilon1$ is then at most $(m+\varepsilon)/\varepsilon=1+m/\varepsilon$. This bound belongs to the normalized matrix. The matrix $S+\varepsilon\Delta$ can be much worse conditioned merely because its units are uneven. A solver that discards singular values far below the largest one may then drop parameters that matter; solving for $z$ avoids this as long as the solver's relative cutoff is below $\varepsilon/(m+\varepsilon)$.

The invariance covers separate rescalings, not mixing. If $p=Qp'$ with $Q$ orthogonal, then $Q^T1Q=1$ and the identity-shifted step is unchanged, whereas the diagonal part of $Q^TSQ$ is in general not $Q^T\Delta Q$. For the two model parameters, as numbers in bohr units, take $Q_{11}=Q_{22}=\cos0.6$ and $Q_{21}=-Q_{12}=\sin0.6$. The diagonally scaled step, converted back to $p$, then changes from $(0.0196,0.0102)$ to $(0.0169,0.0113)$.

## Exactly redundant directions

Let $v$ be a direction with $Sv=0$. Then $v^TSv=\langle(\sum_iv_i\bar O_i)^2\rangle=0$, so $\sum_iv_i\bar O_i$ vanishes wherever $|\psi|^2$ has weight. Its covariance with $E_L$ vanishes too, and $v^Tg=0$. The same reasoning applies to a finite sample when $S$ and $g$ come from that sample. Multiplying the shifted equation by $v^T$ leaves

$$\varepsilon\,v^TW\delta p=0 .$$

The identity shift makes the step orthogonal to $v$ in the ordinary sense. Diagonal scaling gives $v^T\Delta\delta p=0$, orthogonality weighted by the effect of each parameter on $\psi$. Either condition fixes the part of a single step that the wave function leaves open, but they divide the work differently. Over many steps, if $v$ is constant, the identity shift keeps $v^Tp$ at its starting value. Diagonal scaling gives no such guarantee: $\Delta$ changes with the wave function and, in sampled runs, with the sample, so small steps can add up to a drift along $v$, for example with the three functions $x^2$, $x^4$ and $x^2+x^4$. Pure duplicates are an exception: for $O_3=cO_1$ and $v=(c,0,-1)$ the condition reads $cS_{11}(\delta p_1-c\,\delta p_3)=0$, so $p_1-c\,p_3$ stays fixed however $S_{11}$ changes.

Take $m$ duplicates with $O_k=c_kO_1$, $c_1=1$. The wave function sees only their total $A=\sum_kc_k\delta p_k$. For a given $A$, the solution minimizes the penalty $\sum_kw_k\delta p_k^2$, where $w_k$ is the diagonal element of $W$. A Lagrange multiplier gives $\delta p_k=\mu c_k/w_k$. The constraint then fixes $\mu=A/\sum_k(c_k^2/w_k)$, and the least penalty is

$$\sum_kw_k\delta p_k^2=\mu^2\sum_k\frac{c_k^2}{w_k}=\frac{A^2}{\sum_kc_k^2/w_k}.$$

For diagonal scaling $w_k=c_k^2S_{11}$. The penalty becomes $S_{11}A^2/m$ and each copy contributes $c_k\delta p_k=A/m$. For the identity $w_k=1$, the penalty is $A^2/\sum_kc_k^2$, and the contributions are proportional to $c_k^2$.

The duplicates thus act as one parameter with the shift $\varepsilon S_{11}/m$ or $\varepsilon/\sum_kc_k^2$. The first does not depend on the scales of the copies, but it does depend on their number: diagonal scaling is invariant under rescaling, not under adding redundant parameters.

Add to the model one duplicate of $p_1$ with $c=1$ or $c=10$. Diagonal scaling gives the same total, $0.02007$, both times, in equal halves of $0.01004$. Without the duplicate the change was $0.01963$, so the extra copy does alter the step. The identity shift gives $0.01867$ for $c=1$ and $0.02016$ for $c=10$; in the latter case the duplicate carries the fraction $100/101$ of the total.

As $\varepsilon\to0$ these differences in the total disappear, because the unshifted fit determines the change of $\psi$ uniquely. The division among the copies still depends on $W$.

## Nearly null combinations

Now let $u$ be a normalized eigenvector of $C$ with small eigenvalue $\lambda>0$. Projecting the normalized equation on $u$ gives

$$z_u=-\frac{\tau\gamma_u}{\lambda+\varepsilon}=\frac{\lambda}{\lambda+\varepsilon}\,z_u^{(0)},$$

where $z_u^{(0)}=-\tau\gamma_u/\lambda$ is the unshifted amplitude. Since $\gamma_u$ is the covariance of $E_L$ with a combination of variance $\lambda$, the Cauchy–Schwarz inequality gives $|\gamma_u|\le\sigma_E\sqrt\lambda$. Hence

$$|z_u|\le\tau\sigma_E\frac{\sqrt\lambda}{\lambda+\varepsilon}\le\frac{\tau\sigma_E}{2\sqrt\varepsilon}.$$

The last step uses $\lambda+\varepsilon\ge2\sqrt{\lambda\varepsilon}$. With $\sigma_E=0.457$ hartree the final bound is $0.114$. Without a shift the bound is $\tau\sigma_E/\sqrt\lambda$, which grows without limit as $\lambda\to0$.

To produce such a direction, use the functions $x^2$ and $x^2+\delta\,x^4$ in the exponent. Together they allow the same first-order changes as before, but for small $\delta$ they are nearly parallel. If $r$ is their correlation, the eigenvalues of $C$ are $1\pm r$. For $\delta=0.01$ the smaller is $\lambda=5.4\times10^{-5}$, and the shift multiplies the amplitude by

$$\frac{5.4\times10^{-5}}{5.4\times10^{-5}+0.01}\approx0.0054 .$$

The change in the coefficient of $x^4$ drops from the unshifted $0.0104$ to $2.6\times10^{-4}$. This is more than $0.0054\times0.0104\approx0.6\times10^{-4}$, because the well-determined direction also carries a little $x^4$. In that direction the two functions act almost as $x^2$ alone, whose total change is about $-\tau g_1/S_{11}=0.041$. Half of it falls on the second function and brings $0.01\times0.0205\approx2\times10^{-4}$ of $x^4$. The two parts account for the result.

This damping is a cost of the chosen parameters: the physics has not made $x^4$ unimportant. Diagonal scaling cannot tell a direction that is useless from one that is merely expressed by nearly parallel functions.

## What happens to the noise

Write the sampled solution as $\delta p+\eta$, with $\delta p$ the solution for exact averages and $M=S+\varepsilon\Delta$. Insert $\delta p$ into the sampled equation. To leading order in the sampling error, the mismatch is the sample mean of

$$a_i=\bar O_i\Big(\tau\bar E_L+\sum_j\bar O_j\delta p_j\Big)+\varepsilon\bar O_i^2\,\delta p_i ,$$

whose exact average is zero. To this order the correction obeys $M\eta=-(\text{sample mean of }a)$, so for a large number $N$ of independent samples

$$\mathrm{cov}(\eta)=\frac1N\,M^{-1}\,\mathrm{cov}(a)\,M^{-1}.$$

For $\delta=0.01$ and $N=20000$, the amplitude along the weak direction and its scatter over 300 independent sets of $N$ samples are $0.790$ and $0.018$ without a shift, and $0.00424$ and $0.00027$ with $\varepsilon=0.01$. The scatter falls by a factor of about 67, but the useful amplitude falls by about 186. Their ratio therefore worsens from about 44 to 16. The shift limits the size of random excursions; here it does not make the weak direction better determined.

For this amplitude with the shift, the predicted scatter agrees with the sampled one within the roughly 4% to which 300 normally distributed results fix a standard deviation. Without it, the sampled value lies 14% below the prediction, and the results have heavy tails, so 300 of them fix the scatter less well. The formula is only the leading term for large $N$, and here it is approached slowly: the unshifted scatter is about $0.6$ of the prediction at $N=2000$ and about $0.9$ at $N=20000$.

## One weak parameter is a different case

A small $S_{ii}$ is not the same as a small eigenvalue of $C$. If parameter $i$ is uncorrelated with the others, the two shifts give

$$\delta p_i=-\frac{\tau g_i}{(1+\varepsilon)S_{ii}}\quad\text{(diagonal)},\qquad \delta p_i=-\frac{\tau g_i}{S_{ii}+\varepsilon}\quad\text{(identity)}.$$

Diagonal scaling hardly damps it, however small $S_{ii}$ is. The parameter may move far, although its first-order effect on $\psi$ stays bounded: $\sqrt{S_{ii}}\,|\delta p_i|\le\tau\sigma_E/(1+\varepsilon)$, again by Cauchy–Schwarz. If the move is so large that $\psi$ no longer responds linearly, this bound gives no protection, and the step itself must be limited. The identity shift nearly freezes the parameter once $S_{ii}\ll\varepsilon$, whether it is physically idle or merely expressed in an unfortunate unit.

At $S_{ii}=0$ diagonal scaling no longer gives a unique step. A parameter that only multiplies $\psi$ by a constant has $\bar O_i=0$; its row of $S$ is zero, and $1+\varepsilon$ times zero is still zero. With such a third parameter in the model, the scaled matrix has rank 2, while the identity-shifted matrix has rank 3 and leaves the parameter at rest. A simple remedy that preserves scale invariance is to remove the parameter. Once every $S_{ii}$ is positive, $y^T(S+\varepsilon\Delta)y\ge\varepsilon\sum_iS_{ii}y_i^2>0$ for every nonzero $y$, so the step is unique even if $S$ has redundant directions. The numerical output below gives the remaining digits.

## Calculated quantities

```
MODEL AND START
kappa = 0.5 hartree/bohr^4, tau = 0.05 /hartree, eps = 0.01
p1 = 0.5 bohr^-2, p2 = 0.05 bohr^-4
S11 = 0.288995 bohr^4, S12 = 0.598929 bohr^6
S22 = 1.566318 bohr^8
g1 = -0.237311 hartree bohr^2, g2 = -0.559292 hartree bohr^4
start energy = 0.743756, sigma_E = 0.457334 hartree
eps=0 step: dp1 = 0.019549 bohr^-2, dp2 = 0.010379 bohr^-4
two-parameter minimum = 0.696190 hartree
80-function diagonalization = 0.696176 hartree
CHANGE OF LENGTH UNIT (steps converted back to bohr units)
1 bohr = 0.529177 angstrom
excess energy at start = 47.56565 millihartree
diag, bohr: dp1 = 1.9626e-02, dp2 = 1.0247e-02; excess after 40 steps = 5.702e-06 millihartree
diag, angstrom: dp1 = 1.9626e-02, dp2 = 1.0247e-02; excess after 40 steps = 5.702e-06 millihartree
diag, nm: dp1 = 1.9626e-02, dp2 = 1.0247e-02; excess after 40 steps = 5.702e-06 millihartree
identity, bohr: dp1 = 1.7364e-02, dp2 = 1.1143e-02; excess after 40 steps = 1.762e-05 millihartree
identity, angstrom: dp1 = 2.1763e-02, dp2 = 4.6765e-03; excess after 40 steps = 5.304e-02 millihartree
identity, nm: dp1 = 9.3024e-06, dp2 = 1.7192e-10; excess after 40 steps = 4.739e+01 millihartree
identity shift seen in bohr units when working in nm: 1.275e+03 bohr^4, 1.626e+08 bohr^8
DUPLICATE PARAMETER with O3 = c*O1; total = dp1 + c*dp3 in bohr^-2
c = 1, diag: dp1 = 0.010036, c*dp3 = 0.010036, total = 0.020071
c = 1, identity: dp1 = 0.009335, c*dp3 = 0.009335, total = 0.018671
c = 10, diag: dp1 = 0.010036, c*dp3 = 0.010036, total = 0.020071
c = 10, identity: dp1 = 0.000200, c*dp3 = 0.019959, total = 0.020158
five parameters, four duplicates: cond(C+eps) = 483.81, bound = 501.00
dead third parameter: rank with diag = 2, identity = 3
diag step after rotation by 0.6 rad: dp1 = 0.016933 bohr^-2, dp2 = 0.011288 bohr^-4
NEARLY PARALLEL PAIR, diag scaling; x^4 change in bohr^-4
delta = 1.0 bohr^-2: lambda = 5.4731e-02, gain = 0.84552, x^4 change = 9.7612e-03
delta = 0.1 bohr^-2: lambda = 3.8366e-03, gain = 0.27728, x^4 change = 4.1079e-03
delta = 0.01 bohr^-2: lambda = 5.3975e-05, gain = 0.00537, x^4 change = 2.5503e-04
SCATTER of soft amplitude, delta = 0.01 bohr^-2, N = 20000, repeats = 300
eps = 0.0: amplitude = 7.8981e-01, sampled scatter = 1.813e-02, predicted = 2.111e-02 (no unit)
eps = 0.01: amplitude = 4.2402e-03, sampled scatter = 2.689e-04, predicted = 2.707e-04 (no unit)
```
